\section*{Ramsey's shielding formula, built up from one s electron to H2}

\section{The decision: where to put the gauge origin}

A calculation of the proton shielding in H$_2$ must fix the point from which the vector potential of the magnet is measured. With this gauge origin on the proton in question, the calculation below gives a diamagnetic part of 32.4 ppm. With the origin on the other proton, it gives 19.8 ppm. The choice cannot matter physically, so a second part must compensate, and the basis set must be good enough to let it do so. The sections below derive both parts of the shielding, show why their changes cancel, and measure what a finite basis leaves over.

I use atomic units: $\hbar=m_e=1$, electron charge $-1$, $4\pi\epsilon_0=1$. Since $c=1/\alpha$ and $\mu_0=1/(\epsilon_0c^2)$, the magnetic constant is $\mu_0/4\pi=\alpha^2$. The nuclei are clamped and the electrons nonrelativistic.

\section{Simple case: one s electron}

Put a nucleus at the origin, with one electron in a real, spherical state $\psi(r)$. Leave the electron's spin aside for now. A uniform field $\mathbf B$ has the vector potential $\mathbf A_0=\tfrac12\mathbf B\times\mathbf r$, because
\begin{equation}
\nabla\times(\mathbf B\times\mathbf r)=\mathbf B(\nabla\cdot\mathbf r)-(\mathbf B\cdot\nabla)\mathbf r=3\mathbf B-\mathbf B=2\mathbf B .
\end{equation}
A charge $q$ has kinetic momentum $\mathbf p-q\mathbf A$, which is $\mathbf p+\mathbf A$ for the electron. The part of the Hamiltonian linear in $\mathbf B$ will turn out to be $\tfrac12\mathbf B\cdot\mathbf L$. It gives zero on an s state, so $\psi$ is unchanged to first order.

The electric current density is the charge $-1$ times the particle current:
\begin{equation}
\mathbf J=-\mathrm{Re}\,\psi^*(\mathbf p+\mathbf A_0)\psi=-\tfrac12(\mathbf B\times\mathbf r)\,\psi^2 .
\end{equation}
The $\mathbf p$ term dropped out because $\psi^*\mathbf p\psi$ is imaginary for real $\psi$. The Biot--Savart law gives the field of this current at the nucleus. The vector from the source to the nucleus is $-\mathbf r$, and $\mathbf J\times(-\mathbf r)=\mathbf r\times\mathbf J$, so
\begin{align}
\mathbf B_{\rm ind}&=\alpha^2\!\int\!\frac{\mathbf r\times\mathbf J}{r^3}\,d^3r
=-\frac{\alpha^2}{2}\int\psi^2\,\frac{\mathbf B r^2-\mathbf r(\mathbf r\cdot\mathbf B)}{r^3}\,d^3r\nonumber\\
&=-\frac{\alpha^2}{3}\Big\langle\frac1r\Big\rangle\mathbf B .
\end{align}
The last step uses the angular average of $r_ar_b$, which is $r^2\delta_{ab}/3$. The induced field opposes $\mathbf B$. Writing $\mathbf B_{\rm ind}=-\sigma\mathbf B$ defines the shielding, $\sigma=\alpha^2\langle1/r\rangle/3$.

\paragraph{Check on hydrogen.} For the 1s state, $\langle1/r\rangle=\int_0^\infty4re^{-2r}dr=1$. The orbital shielding is therefore $\alpha^2/3=53.25/3=17.75$ ppm.

In a molecule the density around a nucleus is not spherical. The wave function can then respond to $\mathbf B$, and such a response carries a current of its own.

\section{Minimal coupling with two vector potentials}

Now take $N$ electrons and add the magnetic moment $\mathbf m$ of nucleus $K$. Let $\mathbf r_O$ and $\mathbf r_K$ be the position of an electron measured from the gauge origin $O$ and from the nucleus. The potentials are
\begin{equation}
\mathbf A_0=\tfrac12\mathbf B\times\mathbf r_O,\qquad
\mathbf A_K=\alpha^2\,\frac{\mathbf m\times\mathbf r_K}{r_K^3}.
\end{equation}
Both have zero divergence. For constant $\mathbf c$, $\nabla\cdot(\mathbf c\times\mathbf g)=-\mathbf c\cdot(\nabla\times\mathbf g)$, and both $\mathbf g=\mathbf r_O$ and $\mathbf g=\mathbf r_K/r_K^3=-\nabla(1/r_K)$ are free of curl. Hence $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$ as operators, and with $\mathbf A=\mathbf A_0+\mathbf A_K$
\begin{equation}
\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12p^2+\mathbf A_0\cdot\mathbf p+\mathbf A_K\cdot\mathbf p+\mathbf A_0\cdot\mathbf A_K+\tfrac12A_0^2+\tfrac12A_K^2 .
\end{equation}
The rule $(\mathbf a\times\mathbf b)\cdot\mathbf c=\mathbf a\cdot(\mathbf b\times\mathbf c)$ turns the linear terms into angular momenta $\mathbf L_O=\mathbf r_O\times\mathbf p$ and $\mathbf L_K=\mathbf r_K\times\mathbf p$:
\begin{equation}
\mathbf A_0\cdot\mathbf p=\tfrac12\mathbf B\cdot\mathbf L_O,\qquad
\mathbf A_K\cdot\mathbf p=\alpha^2\,\mathbf m\cdot\frac{\mathbf L_K}{r_K^3}.
\end{equation}
The bilinear term follows from $(\mathbf a\times\mathbf b)\cdot(\mathbf c\times\mathbf d)=(\mathbf a\cdot\mathbf c)(\mathbf b\cdot\mathbf d)-(\mathbf a\cdot\mathbf d)(\mathbf b\cdot\mathbf c)$:
\begin{equation}
\mathbf A_0\cdot\mathbf A_K=\frac{\alpha^2}{2}\sum_{ab}B_am_b\,\frac{\delta_{ab}\,\mathbf r_O\cdot\mathbf r_K-r_{K,a}r_{O,b}}{r_K^3}.
\label{bilinear}
\end{equation}
The index $a$ of the external field sits on $\mathbf r_K$, and the index $b$ of the moment sits on $\mathbf r_O$. The order matters when the tensor is not symmetric.

\paragraph{The term in $m^2$.} Near the nucleus $A_K^2$ grows as $r_K^{-4}$, and its expectation value diverges for a point dipole. Replace $r_K^{-3}$ in $\mathbf A_K$ by $f(r_K)=(r_K^2+s^2)^{-3/2}$. The divergence of $\mathbf A_K$ is still zero, since $\nabla\times(f\mathbf r_K)=\nabla f\times\mathbf r_K=0$. Now every term is finite, and the $m^2$ term does not contribute to a derivative taken once in $\mathbf m$ at $\mathbf m=0$. After that derivative, $s$ can go to zero, because the integrals that remain converge.

\paragraph{Spin.} Take the ground state $|0\rangle$ to be a nondegenerate closed-shell singlet. The external field couples to the total spin, which gives zero on a singlet. The moment $\mathbf m$ couples to the individual spins through operators of the type $\sum_is_{i,c}\,g(\mathbf r_i)$. These are vectors in spin space and have no matrix elements between two singlets, whereas $\mathbf L_O$ connects a singlet to singlets alone. No spin term therefore enters the part of the energy linear in both $\mathbf B$ and $\mathbf m$. For an open shell this argument fails and further terms arise; that includes the hydrogen atom, where 17.75 ppm is the orbital part.

\section{From the energy to the shielding tensor}

The bare nucleus has energy $-\mathbf m\cdot\mathbf B$. The electrons add $-\mathbf m\cdot\mathbf B_{\rm ind}$ to first order in $\mathbf m$. With the tensor form $B_{{\rm ind},b}=-\sum_aB_a\sigma_{ab}$, the electronic energy contains $+\sum_{ab}B_a\sigma_{ab}m_b$, so
\begin{equation}
\sigma_{ab}=\frac{\partial^2E}{\partial B_a\,\partial m_b}\bigg|_{0}.
\end{equation}
Take the derivative in $\mathbf m$ first. Let $\psi_B$ be the normalized ground state in the field $\mathbf B$ with $\mathbf m=0$. By the Hellmann--Feynman theorem,
\begin{equation}
\frac{\partial E}{\partial m_b}=\alpha^2\Big\langle\psi_B\Big|\sum_i\frac{[\mathbf r_K\times(\mathbf p+\mathbf A_0)]_b}{r_K^3}\Big|\psi_B\Big\rangle .
\label{hf}
\end{equation}
The sum runs over electrons, whose label is suppressed on $\mathbf r$ and $\mathbf p$. This is minus the Biot--Savart field of the current $-\mathrm{Re}\,\psi_B^*(\mathbf p+\mathbf A_0)\psi_B$ summed over the electrons. The energy definition thus agrees in sign and size with the field used for the s electron.

Next expand $\psi_B=|0\rangle+\sum_aB_a|a\rangle+\dots$. From here on $\mathbf L_O$ denotes the sum over electrons. Without fields the Hamiltonian $H_0$ is real, so its nondegenerate ground state can be chosen real. The operator $\mathbf L_O$ is Hermitian and imaginary, hence $\langle0|\mathbf L_O|0\rangle=0$. The terms linear in $B_a$ in the Schr\"odinger equation are
\begin{equation}
(H_0-E_0)|a\rangle=-\tfrac12L_{O,a}|0\rangle .
\label{response}
\end{equation}
Projecting on an excited state $\langle n|$ and dividing by $E_n-E_0$ gives
\begin{equation}
|a\rangle=-\frac12\sum_{n>0}|n\rangle\frac{\langle n|L_{O,a}|0\rangle}{E_n-E_0}.
\end{equation}
Insert this in Eq.~(\ref{hf}) and keep the terms linear in $B_a$. The explicit $\mathbf A_0$ is averaged over $|0\rangle$; by $\mathbf r_K\times(\mathbf B\times\mathbf r_O)=\mathbf B(\mathbf r_K\cdot\mathbf r_O)-\mathbf r_O(\mathbf r_K\cdot\mathbf B)$ it reproduces Eq.~(\ref{bilinear}). The operator $\Lambda_b=\sum_iL_{K,b}/r_K^3$ contributes $\alpha^2(\langle a|\Lambda_b|0\rangle+\langle0|\Lambda_b|a\rangle)$. The result is Ramsey's formula, $\sigma=\sigma^{\rm d}+\sigma^{\rm p}$:
\begin{align}
\sigma^{\rm d}_{ab}&=\frac{\alpha^2}{2}\Big\langle0\Big|\sum_i\frac{\delta_{ab}\,\mathbf r_O\cdot\mathbf r_K-r_{K,a}r_{O,b}}{r_K^3}\Big|0\Big\rangle,\label{dia}\\
\sigma^{\rm p}_{ab}&=-\frac{\alpha^2}{2}\sum_{n>0}\frac{\langle0|L_{O,a}|n\rangle\langle n|\Lambda_b|0\rangle+\text{c.c.}}{E_n-E_0}.\label{para}
\end{align}
The sum includes the continuum. The diamagnetic part is the current driven by $\mathbf A_0$ in the unperturbed density. The paramagnetic part is the current due to the change of the wave function. The formula is a derivative at zero field, and its denominators are positive because the ground state is nondegenerate.

\paragraph{Limits.} With $O$ at $K$, one third of the trace of Eq.~(\ref{dia}) contains $(3r_K^2-r_K^2)/(3r_K^3)=2/(3r_K)$, so
\begin{equation}
\sigma^{\rm d}_{\rm iso}=\frac{\alpha^2}{3}\Big\langle\sum_i\frac1{r_K}\Big\rangle .
\label{lamb}
\end{equation}
For a spherical singlet atom $\mathbf L_O|0\rangle=0$, the paramagnetic part vanishes, and Eq.~(\ref{lamb}) is the whole shielding, as for the s electron. For a linear molecule in a $\Sigma$ state with $O$ on the axis $z$, $L_{O,z}|0\rangle=0$, and $\sigma^{\rm p}_{zz}$ vanishes.

\paragraph{A numerical limit.} The Biot--Savart field can also be computed without perturbation theory. For H$_2$ in a field of 235 T along $(1,2,2)/3$, with $O$ off the molecular axis, the components of $-\mathbf B_{\rm ind}/B$ are 8.717, 17.363 and 18.607 ppm. Equations~(\ref{dia}) and (\ref{para}) give the same values to these digits, which tests the signs and the index order together.

\section{Moving the gauge origin}

Shift $O$ by $\mathbf d$, so that $\mathbf r_O\to\mathbf r_O-\mathbf d$. Equation~(\ref{dia}) changes by
\begin{equation}
\Delta\sigma^{\rm d}_{ab}=-\frac{\alpha^2}{2}\Big\langle\sum_i\frac{\delta_{ab}\,\mathbf d\cdot\mathbf r_K-r_{K,a}d_b}{r_K^3}\Big\rangle .
\label{ddia}
\end{equation}
In Eq.~(\ref{para}), $\mathbf L_O\to\mathbf L_O-\mathbf d\times\mathbf P$, where $\mathbf P=\sum_i\mathbf p_i$. With $\mathbf R=\sum_i\mathbf r_i$, the commutator $[H_0,\mathbf R]=-i\mathbf P$ gives $\mathbf P=i[H_0,\mathbf R]$, and therefore
\begin{equation}
\frac{\langle0|(\mathbf d\times\mathbf P)_a|n\rangle}{E_n-E_0}
=\frac{i(E_0-E_n)}{E_n-E_0}\langle0|(\mathbf d\times\mathbf R)_a|n\rangle
=-i\langle0|(\mathbf d\times\mathbf R)_a|n\rangle .
\end{equation}
The energy denominator is gone. The term $n=0$ may be added to the sum because $\langle0|\Lambda_b|0\rangle=0$, again for a real state. Completeness, $\sum_n|n\rangle\langle n|=1$, then yields
\begin{align}
\Delta\sigma^{\rm p}_{ab}&=\frac{\alpha^2}{2}\sum_n\big[-i\langle0|(\mathbf d\times\mathbf R)_a|n\rangle\langle n|\Lambda_b|0\rangle+\text{c.c.}\big]\nonumber\\
&=-\frac{i\alpha^2}{2}\langle0|[(\mathbf d\times\mathbf R)_a,\Lambda_b]|0\rangle .
\end{align}
Different electrons commute, and $1/r_K^3$ commutes with positions. For one electron, $[r_c,L_{K,b}]=-i\sum_e\epsilon_{bce}r_{K,e}$, so
\begin{align}
[(\mathbf d\times\mathbf r)_a,L_{K,b}]&=-i\sum_{fce}\epsilon_{afc}\epsilon_{bce}\,d_f\,r_{K,e}\nonumber\\
&=-i\,(r_{K,a}d_b-\delta_{ab}\,\mathbf d\cdot\mathbf r_K),
\end{align}
where $\sum_c\epsilon_{afc}\epsilon_{bce}=\delta_{ae}\delta_{fb}-\delta_{ab}\delta_{fe}$. Since $(-i)(-i)=-1$,
\begin{equation}
\Delta\sigma^{\rm p}_{ab}=+\frac{\alpha^2}{2}\Big\langle\sum_i\frac{\delta_{ab}\,\mathbf d\cdot\mathbf r_K-r_{K,a}d_b}{r_K^3}\Big\rangle=-\Delta\sigma^{\rm d}_{ab}.
\end{equation}
The total is independent of $O$, while the split into two parts is a matter of convention. The proof needs the exact commutator and a complete set of states. A finite basis in general provides neither, and a remainder can be left. Both changes are linear in $\mathbf d$ before completeness is invoked, so for a given nucleus and basis the remainder is linear in $\mathbf d$ too.

\paragraph{Limit of a spherical atom.} Here $\langle\mathbf r_K/r_K^3\rangle=0$ by symmetry, and each change vanishes separately. This limit also carries a warning. If the orbitals are s functions alone, $\Lambda_b|0\rangle=0$ and the result is independent of $O$ however poor the value of $\langle1/r_K\rangle$ is. A complete basis makes the result independent of the gauge origin, but this independence does not prove that a basis is good.

\section{H$_2$ with every state of the basis in the sum}

The molecule is H$_2$ at a chosen bond length of 0.74 \AA, treated by full configuration interaction in an even-tempered Gaussian basis with seven s, four p and two d exponents per atom. The 58 orbitals give 1711 singlet states, and all of them enter Eq.~(\ref{para}). States above the ionization threshold are a discrete stand-in for the continuum.

\paragraph{Diamagnetic part.} Put $O$ at $K$. For lengths in \AA, the prefactor $\alpha^2$ in Eq.~(\ref{lamb}) becomes $\alpha^2a_0=r_e$, the classical electron radius, where $a_0$ is the Bohr radius:
\begin{equation}
\sigma^{\rm d}_{\rm iso}=\tfrac13(2.818\times10^{-5}\,\text{\AA})(3.4496\,\text{\AA}^{-1})=32.40\ \text{ppm}.
\end{equation}

\paragraph{Paramagnetic part.} For real states, $M_n=i\langle n|L_{O,a}|0\rangle$ and $P_n=i\langle n|\Lambda_b|0\rangle$ are real. Then $\langle0|L_{O,a}|n\rangle=iM_n$ and $\langle n|\Lambda_b|0\rangle=-iP_n$, with product $M_nP_n$. Adding the complex conjugate doubles it:
\begin{equation}
\sigma^{\rm p}_{ab}=-\alpha^2\sum_{n>0}\frac{M_nP_n}{E_n-E_0}.
\end{equation}
With $P_n$ in \AA$^{-3}$ and energies in eV, $\alpha^2$ is replaced by $\alpha^2a_0^3E_h=r_e\hbar^2/m_e$, where $E_h$ is the atomic unit of energy. Its value is $2.818\times10^{-5}\times7.620=2.147\times10^{-4}$ eV\,\AA$^3$. For $\mathbf B$ perpendicular to the bond, the level at 14.89 eV contributes
\begin{equation}
-\frac{(2.147\times10^{-4})(0.3993)(0.5730)}{14.89}=-3.30\ \text{ppm}.
\end{equation}
The largest single term, $-4.02$ ppm, comes from a level at 31.6 eV. The ionization energy of H$_2$ is roughly 16 eV, so this level represents part of the continuum, and its position and weight belong to the basis. The level at 14.89 eV lies below the ionization energy, but it is not a converged excitation energy either: its position and weight also depend on the basis, which has few diffuse functions to describe an excited state. In a larger basis with more diffuse s and p functions it lies at 13.3 eV and contributes $-1.5$ ppm.

The states below 30 eV sum to $-3.25$ ppm, those below 100 eV to $-8.70$ ppm, and all of them to $-8.51$ ppm. A sum cut at 30 eV would thus recover 38\% of the full value in this basis; the fraction depends on where the basis places its continuum levels and is 71\% in cc-pVQZ. The approach is not monotonic, because $M_n$ and $P_n$ belong to different operators and their product can have either sign. It is safer to solve Eq.~(\ref{response}) as a linear equation in the whole basis, which gives the full sum without a cutoff.

\paragraph{The tensor.} The perpendicular component is $34.65-8.51=26.14$ ppm. The parallel one is 27.91 ppm, with no paramagnetic part, as the axial limit requires. The isotropic shielding is
\begin{equation}
\sigma_{\rm iso}=\frac{2(26.14)+27.91}{3}=26.7\ \text{ppm}=2.67\times10^{-5}.
\end{equation}

\paragraph{Back to the decision.} The isotropic values in ppm for three gauge origins are:
\begin{center}
\begin{tabular}{lrrr}
Origin & $\sigma^{\rm d}$ & $\sigma^{\rm p}$ & total\\
nucleus $K$ & 32.40 & $-5.67$ & 26.73\\
bond midpoint & 26.10 & 0.56 & 26.67\\
other nucleus & 19.80 & 6.80 & 26.60
\end{tabular}
\end{center}
The paramagnetic part changes sign, so its name does not fix its sign. Between the two nuclei the diamagnetic part moves by $-12.60$ ppm and the paramagnetic part by $+12.48$ ppm. The remainder is $-0.12$ ppm, 1\% of the diamagnetic change, and half of it is present at the midpoint, as linearity in $\mathbf d$ demands.

With the same s functions, a single p exponent of 1.0 bohr$^{-2}$ and no d functions, the remainder grows to $-3.7$ ppm (other single exponents between 0.12 and 3.24 give values from about $-2$ to $-9$ ppm). Between the two nuclei, the choice of origin therefore matters at the level of 0.1 ppm in the larger basis and of almost 4 ppm in the smaller one. An origin farther away along the bond gives a larger remainder in proportion; a displacement perpendicular to the bond leaves the isotropic value unchanged by symmetry and shows up in off-diagonal elements of the tensor instead. The remainder compares two origins and does not say which of them lies closer to the complete-basis value; nothing in the derivation singles out the origin at $K$. For H$_2$ the bond midpoint is the more stable choice. There $\mathbf L_O$ is even under inversion, so the states odd under inversion, among them the levels at 14.89 and 31.6 eV, drop out of the sum and the paramagnetic part is small. In the smaller basis the total is 26.70 ppm at the midpoint, against 28.57 at $K$ and 24.83 at the other nucleus. The remainder is linear in $\mathbf d$, but its coefficient depends on the nucleus and on the direction of $\mathbf d$, so in a larger molecule the test has to be made for each nucleus of interest, over the range of origins under consideration.

The 0.12 ppm measures inconsistency between origins and does not bound the basis error of 26.7 ppm. The decimals in the table belong to this basis: with eight s, six p and three d exponents per atom the total at $K$ is 26.70 ppm and the remainder $-0.04$ ppm, and with cc-pVQZ they are 26.80 and $-0.28$ ppm. Nuclear vibration and relativity are also left out, so the value is that of a clamped, nonrelativistic molecule in this basis. The numerical check contains the exponents and the remaining figures.

\section*{Computed results}
\begin{verbatim}
H2 bond length: 0.74 angstrom
s exponents (bohr^-2): 0.08 0.24 0.72 2.16 6.48 19.44 58.32
p exponents (bohr^-2): 0.12 0.36 1.08 3.24
d exponents (bohr^-2): 0.35 1.05
orbitals kept: 58; singlet states: 1711
total full-CI energy: -31.9319 eV
alpha^2: 53.2514 ppm
classical electron radius: 2.817940e-05 angstrom
hbar^2/m: 7.61996 eV angstrom^2
<sum 1/r_K>: 3.44956 angstrom^-1
1s hydrogen atom, orbital shielding: 17.7505 ppm
Gauge origin at nucleus K, components in ppm:
  perpendicular: dia 34.648, para -8.512, total 26.137
  parallel: dia 27.910, para -0.000, total 27.910
Isotropic values in ppm by gauge origin:
  nucleus K (z = 0.00 angstrom): dia 32.402, para -5.674, total 26.728
  bond midpoint (z = 0.37 angstrom): dia 26.102, para 0.564, total 26.666
  other nucleus (z = 0.74 angstrom): dia 19.801, para 6.803, total 26.604
shift K to other nucleus: dia -12.601, para 12.477, remainder -0.124 ppm
remainder in poor basis (same s, one p of 1.00, no d): -3.739 ppm
Largest levels in perpendicular para part, origin at K:
  gap 31.618 eV, i<n|L|0> 0.4382 hbar, i<n|L/r^3|0> 1.3500 hbar/angstrom^3, term -4.0172 ppm
  gap 14.889 eV, i<n|L|0> 0.3993 hbar, i<n|L/r^3|0> 0.5730 hbar/angstrom^3, term -3.2997 ppm
  gap 88.281 eV, i<n|L|0> 0.2246 hbar, i<n|L/r^3|0> 1.9026 hbar/angstrom^3, term -1.0394 ppm
  gap 293.808 eV, i<n|L|0> 0.1274 hbar, i<n|L/r^3|0> 2.9429 hbar/angstrom^3, term -0.2741 ppm
Perpendicular para part summed up to a gap limit:
  15 eV: -3.300 ppm
  20 eV: -3.249 ppm
  30 eV: -3.249 ppm
  50 eV: -7.291 ppm
  100 eV: -8.700 ppm
  200 eV: -8.416 ppm
all states: -8.512 ppm; highest gap 9164 eV
operator expansion, largest deviation: 0.0e+00 (atomic units)
one-electron smeared-dipole test: energy difference 4.87577 ppm, formula 4.87578 ppm
finite field strength: 235.1 T along (1,2,2)/3
off-axis gauge origin (angstrom): 0.1588 -0.1058 0.2646
minus induced field / B, Biot-Savart (ppm): 8.7167 17.3625 18.6066
B.sigma / B, Ramsey formula (ppm): 8.7167 17.3625 18.6066
\end{verbatim}
